# Canonical Van Vleck perturbation theory and the Hermitian average of Bloch's matrix: a program that tests the result

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""Canonical Van Vleck perturbation theory against exact block diagonalization.

H = H0 + lam*V, H0 diagonal; P = model space (first d states), Q = the rest.
K = exp(-G) H exp(G), G anti-Hermitian and purely off-block, with QKP = 0.
B = H_PP + H_PQ chi is Bloch's matrix, chi = Q-part of the wave operator.
Claims: K2 = (B2 + B2^dagger)/2, K3 = (B3 + B3^dagger)/2, and at fourth order
K4 - (B4 + B4^dagger)/2 = [S,[E_P,S]]/8 with S = chi1^dagger chi1.
The orders are extracted from exact matrices and compared with sum formulas.
The worked example is stretched H2 in a two-configuration model space.
"""
import numpy as np
from numpy.polynomial.chebyshev import cheb2poly
from scipy.linalg import expm
from scipy.constants import physical_constants, angstrom
from pyscf import gto, scf, fci


def dag(a):
    return a.conj().T


def herm(a):
    return (a + dag(a)) / 2


def comm(a, b):
    return a @ b - b @ a


def generator(g):
    """Anti-Hermitian off-block matrix whose QP block is g."""
    nq, d = g.shape
    full = np.zeros((d + nq, d + nq), dtype=g.dtype)
    full[d:, :d] = g
    full[:d, d:] = -dag(g)
    return full


def exact_matrices(H, d):
    """Exact chi, generator block, B and K from the eigenvectors of H."""
    values, vectors = np.linalg.eigh(H)
    weight = np.sum(abs(vectors[:d])**2, axis=0)
    pick = np.sort(np.argsort(-weight)[:d])
    chi = vectors[d:, pick] @ np.linalg.inv(vectors[:d, pick])
    u, tangent, vh = np.linalg.svd(chi, full_matrices=False)
    g = (u * np.arctan(tangent)) @ vh
    G = generator(g)
    K = expm(-G) @ H @ expm(G)
    assert np.max(abs(K[d:, :d])) < 1e-11
    assert np.allclose(np.linalg.eigvalsh(herm(K[:d, :d])),
                       values[pick], atol=1e-11)
    B = H[:d, :d] + H[:d, d:] @ chi
    return chi, g, B, K[:d, :d], values[pick], weight[pick]


def perturbation_formulas(E, V, d):
    """Derived generator blocks and explicit sums for B2, B3, K2, K3."""
    inv = 1 / (E[None, :d] - E[d:, None])       # index order: q, i
    Vpp, Vpq, Vqp, Vqq = V[:d, :d], V[:d, d:], V[d:, :d], V[d:, d:]
    g1 = Vqp * inv
    g2 = (Vqq @ g1 - g1 @ Vpp) * inv
    B2 = np.einsum('iq,qj,qj->ij', Vpq, Vqp, inv)
    K2 = 0.5 * np.einsum('iq,qj,qij->ij', Vpq, Vqp,
                         inv[:, :, None] + inv[:, None, :])
    B3 = (np.einsum('iq,qr,rj,qj,rj->ij', Vpq, Vqq, Vqp, inv, inv)
          - np.einsum('iq,qk,kj,qj,qk->ij', Vpq, Vqp, Vpp, inv, inv))
    return g1, g2, B2, B3, K2, herm(B3)


# ---- Part 1: Taylor coefficients of exact matrices, complex model ----
rng = np.random.default_rng(7)
d = 3
E = np.array([0.0, 0.4, 0.9, 3.0, 3.3, 3.7, 4.2])
X = 1 + 0.5 * (rng.normal(size=(7, 7)) + 1j * rng.normal(size=(7, 7)))
V = herm(X)
V /= np.linalg.norm(V, 2)
n_nodes, radius = 17, 0.3
theta = np.pi * (np.arange(n_nodes) + 0.5) / n_nodes
projector = 2 / n_nodes * np.cos(np.outer(np.arange(n_nodes), theta))
projector[0] /= 2
to_power = np.zeros((n_nodes, n_nodes))
for k in range(n_nodes):
    poly = cheb2poly(np.eye(n_nodes)[k])
    to_power[k, :len(poly)] = poly
taylor_weights = (to_power.T @ projector) / radius**np.arange(n_nodes)[:, None]


def taylor(samples):
    return np.tensordot(taylor_weights, np.array(samples), axes=1)


g1, g2, B2, B3, K2, K3 = perturbation_formulas(E, V, d)
chis, gs, Bs, Ks, short_Ks = [], [], [], [], []
for lam in radius * np.cos(theta):
    H = np.diag(E) + lam * V
    chi, g, B, K, _, _ = exact_matrices(H, d)
    nval, nvec = np.linalg.eigh(np.eye(d) + dag(chi) @ chi)
    root = (nvec * np.sqrt(nval)) @ dag(nvec)
    assert np.allclose(K, root @ B @ np.linalg.inv(root), atol=1e-11)
    G12 = generator(lam * g1 + lam**2 * g2)
    short_Ks.append((expm(-G12) @ H @ expm(G12))[:d, :d])
    chis.append(chi)
    gs.append(g)
    Bs.append(B)
    Ks.append(K)
chiT, gT, BT, KT, shortT = map(taylor, (chis, gs, Bs, Ks, short_Ks))
tol = 5e-8      # rounding amplified by extracting up to fourth derivatives
for found in (gT, chiT):
    assert np.allclose(found[1], g1, rtol=0, atol=tol)
    assert np.allclose(found[2], g2, rtol=0, atol=tol)
assert np.allclose(KT[1], V[:d, :d], rtol=0, atol=tol)
assert np.allclose(BT[2], B2, rtol=0, atol=tol)
assert np.allclose(BT[3], B3, rtol=0, atol=tol)
assert np.allclose(KT[2], K2, rtol=0, atol=tol)
assert np.allclose(KT[3], K3, rtol=0, atol=tol)
# The averaging rule itself, between two independently extracted series.
assert np.allclose(KT[2], herm(BT[2]), rtol=0, atol=tol)
assert np.allclose(KT[3], herm(BT[3]), rtol=0, atol=tol)
# A generator cut after second order already gives K through third order.
for order in (1, 2, 3):
    assert np.allclose(shortT[order], KT[order], rtol=0, atol=tol)
# Non-Hermiticity of B2 and the first failure of the averaging rule.
S = dag(g1) @ g1
EP = np.diag(E[:d])
assert np.linalg.norm(BT[2] - dag(BT[2])) > 1e-4
assert np.allclose(BT[2] - dag(BT[2]), comm(EP, S), rtol=0, atol=tol)
gap4 = KT[4] - herm(BT[4])
assert np.linalg.norm(gap4) > 2e-6
assert np.allclose(gap4, comm(S, comm(EP, S)) / 8, rtol=0, atol=tol)

# ---- Part 2: H2 in the totally symmetric singlet configuration space ----
ev = physical_constants['Hartree energy in eV'][0]
bohr = physical_constants['Bohr radius'][0]
R_angstrom = 2.0
R = R_angstrom * angstrom / bohr
mol = gto.M(atom=[['H', (0, 0, -R / 2)], ['H', (0, 0, R / 2)]],
            basis='6-31g', unit='Bohr', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-13
mf.kernel()
assert mf.converged
c = mf.mo_coeff
n = c.shape[1]
parity = np.diag(c.T @ mol.intor('int1e_ovlp') @ c[[2, 3, 0, 1]])
assert np.allclose(abs(parity), 1, atol=1e-5)
gerade, ungerade = np.where(parity > 0)[0], np.where(parity < 0)[0]
h = c.T @ mf.get_hcore() @ c
eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'),
                c, c, c, c, optimize=True)
H_pair = (np.kron(h, np.eye(n)) + np.kron(np.eye(n), h)
          + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
          + mol.energy_nuc() * np.eye(n * n))
a, b = gerade
u, w = ungerade
pairs = [(a, a), (u, u), (a, b), (b, b), (u, w), (w, w)]
names = ['1g1g', '1u1u', '1g2g', '2g2g', '1u2u', '2u2u']
csf = np.zeros((n * n, len(pairs)))
for col, (p, q) in enumerate(pairs):
    csf[p * n + q, col] += 1
    csf[q * n + p, col] += 1
csf /= np.linalg.norm(csf, axis=0)
H = csf.T @ H_pair @ csf
for q in range(2, 6):       # CSF phase: coupling to 1u1u is not negative
    if H[1, q] < 0:
        H[q, :] *= -1
        H[:, q] *= -1
assert abs(H[0, 0] - mf.e_tot) < 1e-8
assert abs(H[0, 2]) < 1e-5
assert abs(np.linalg.eigvalsh(H)[0] - fci.FCI(mf).kernel()[0]) < 1e-8

d = 2
E = np.diag(H).copy()
V = H - np.diag(E)
min_gap = np.min(abs(E[None, :d] - E[d:, None]))
assert min_gap > 0.1
g1, g2, B2, B3, K2, K3 = perturbation_formulas(E, V, d)
errors = []
for lam in (0.04, 0.02):
    exact = exact_matrices(np.diag(E) + lam * V, d)[3]
    series = np.diag(E[:d]) + lam * V[:d, :d] + lam**2 * K2 + lam**3 * K3
    errors.append(np.linalg.norm(exact - series))
exponent = np.log2(errors[0] / errors[1])
assert abs(exponent - 4) < 0.15

chi, g, B_exact, K_exact, E_exact, weights = exact_matrices(H, d)
first = H[:d, :d]
second = first + K2
third = second + K3
bloch_roots = np.linalg.eigvals(first + B2)
assert np.max(abs(np.imag(bloch_roots))) < 1e-10
roots = {'first order': np.linalg.eigvalsh(first),
         'canonical 2nd': np.linalg.eigvalsh(second),
         'Bloch 2nd': np.sort(np.real(bloch_roots)),
         'canonical 3rd': np.linalg.eigvalsh(third),
         'full CI': E_exact}
S = g1.T @ g1
fourth_gap = comm(S, comm(np.diag(E[:d]), S)) / 8


def num(x, digits=4):
    return f"{round(float(x), digits) + 0.0:.{digits}f}"


def show(label, m, digits=4):
    m = m * ev
    print(f"{label} [eV]: 11 {num(m[0, 0], digits)}, 12 {num(m[0, 1], digits)},"
          f" 21 {num(m[1, 0], digits)}, 22 {num(m[1, 1], digits)}")


print(f"H2 bond length: {R_angstrom:.1f} angstrom; basis 6-31G, RHF orbitals")
print(f"1 hartree = {ev:.6f} eV")
print("Model states: 1 = 1g1g, 2 = 1u1u; energies include nuclear repulsion")
print(f"E_1 = {num(E[0] * ev)} eV, E_2 = {num(E[1] * ev)} eV")
print(f"V_12 = {num(V[0, 1] * ev)} eV")
print(f"smallest P-Q gap: {num(min_gap * ev)} eV")
for q in range(2, 6):
    print(f"q={names[q]}: E_q {num(E[q] * ev)}, V_1q {num(V[0, q] * ev)}, "
          f"V_2q {num(V[1, q] * ev)} eV")
for q in range(2, 6):
    for r in range(q + 1, 6):
        print(f"V({names[q]},{names[r]}) = {num(V[q, r] * ev)} eV")
for q in range(2, 6):
    product = V[0, q] * V[q, 1]
    print(f"q={names[q]}: part of B2_12 {num(product / (E[1] - E[q]) * ev)}, "
          f"of B2_21 {num(product / (E[0] - E[q]) * ev)} eV")
show("Bloch B2", B2)
show("canonical K2", K2)
show("Bloch B3", B3)
show("canonical K3", K3)
show("canonical sum to 2nd order", second)
show("canonical sum to 3rd order", third)
show("exact canonical K", K_exact)
show("exact Bloch B", B_exact)
show("4th-order K4 minus average", fourth_gap, 6)
for label, e in roots.items():
    print(f"{label}: energies {num(e[0] * ev)}, {num(e[1] * ev)} eV")
for label, e in roots.items():
    if label != 'full CI':
        diff = (e - E_exact) * ev
        print(f"{label}: errors {num(diff[0])}, {num(diff[1])} eV")
print(f"canonical 3rd: {num(roots['canonical 3rd'][0], 6)}, "
      f"{num(roots['canonical 3rd'][1], 6)} hartree")
print(f"full CI: {num(E_exact[0], 6)}, {num(E_exact[1], 6)} hartree")
print(f"model-space weights of exact states: {num(weights[0])}, "
      f"{num(weights[1])} (no unit)")
print(f"power of lambda in 3rd-order matrix error: {exponent:.3f} (no unit)")
print("no test failed")
```

It prints:

```
H2 bond length: 2.0 angstrom; basis 6-31G, RHF orbitals
1 hartree = 27.211386 eV
Model states: 1 = 1g1g, 2 = 1u1u; energies include nuclear repulsion
E_1 = -24.9330 eV, E_2 = -18.6640 eV
V_12 = 4.4562 eV
smallest P-Q gap: 23.4425 eV
q=1g2g: E_q 4.7785, V_1q 0.0000, V_2q 3.2976 eV
q=2g2g: E_q 31.8870, V_1q 1.9727, V_2q 2.2720 eV
q=1u2u: E_q 9.4390, V_1q -2.5413, V_2q 1.1055 eV
q=2u2u: E_q 34.1598, V_1q 1.8074, V_2q 2.1976 eV
V(1g2g,2g2g) = 1.6562 eV
V(1g2g,1u2u) = -6.8921 eV
V(1g2g,2u2u) = 3.9134 eV
V(2g2g,1u2u) = -4.7689 eV
V(2g2g,2u2u) = 6.4737 eV
V(1u2u,2u2u) = -0.0980 eV
q=1g2g: part of B2_12 0.0000, of B2_21 0.0000 eV
q=2g2g: part of B2_12 -0.0887, of B2_21 -0.0789 eV
q=1u2u: part of B2_12 0.1000, of B2_21 0.0817 eV
q=2u2u: part of B2_12 -0.0752, of B2_21 -0.0672 eV
Bloch B2 [eV]: 11 -0.3117, 12 -0.0639, 21 -0.0644, 22 -0.7009
canonical K2 [eV]: 11 -0.3117, 12 -0.0641, 21 -0.0641, 22 -0.7009
Bloch B3 [eV]: 11 0.0390, 12 0.1079, 21 0.0113, 22 -0.0022
canonical K3 [eV]: 11 0.0390, 12 0.0596, 21 0.0596, 22 -0.0022
canonical sum to 2nd order [eV]: 11 -25.2447, 12 4.3921, 21 4.3921, 22 -19.3648
canonical sum to 3rd order [eV]: 11 -25.2057, 12 4.4517, 21 4.4517, 22 -19.3670
exact canonical K [eV]: 11 -25.1950, 12 4.4413, 21 4.4413, 22 -19.4018
exact Bloch B [eV]: 11 -25.1950, 12 4.5019, 21 4.3815, 22 -19.4017
4th-order K4 minus average [eV]: 11 0.000000, 12 -0.000001, 21 -0.000001, 22 0.000000
first order: energies -27.2467, -16.3503 eV
canonical 2nd: energies -27.5900, -17.0195 eV
Bloch 2nd: energies -27.5900, -17.0195 eV
canonical 3rd: energies -27.6099, -16.9628 eV
full CI: energies -27.6008, -16.9960 eV
first order: errors 0.3541, 0.6457 eV
canonical 2nd: errors 0.0108, -0.0236 eV
Bloch 2nd: errors 0.0108, -0.0236 eV
canonical 3rd: errors -0.0091, 0.0332 eV
canonical 3rd: -1.014644, -0.623372 hartree
full CI: -1.014310, -0.624590 hartree
model-space weights of exact states: 0.9878, 0.9773 (no unit)
power of lambda in 3rd-order matrix error: 4.002 (no unit)
no test failed
```
